# Backscattering in a Uniform Downhill Field and the kT Layer, part 1

(Sections cited here and not found follow in the second part.)

## First half: from trajectories to the returned fraction

**Q.** A carrier enters a transistor channel in which its potential energy falls steadily towards the drain. A collision can still turn it round and send it back to the source. Which length decides how likely that is: the length of the channel, the mean free path, or something else?

**A.** The answer should come out of a calculation, so let us fix a model. Carriers enter at $x=0$ and move along one dimension. A constant force $f>0$ pushes them towards larger $x$, so that their potential energy is

$$U(x)=-fx .$$

At $x=L$ there is a collector that absorbs every carrier reaching it and, for the present, sends none back. The state is steady. The carriers are classical and so dilute that the Pauli principle does not block any final state. Their kinetic energy is $\varepsilon=mv^2/2$, with $m$ the mass and $v$ the velocity. I shall measure lengths in nm and energies in meV, which suit a channel better than atomic units do.

**Q.** You have not said what a collision does, and everything must depend on that.

**A.** It does, and the choice has two parts. First, while a carrier travels a short path $dx$, in either direction, it collides with probability $dx/\lambda$. The length $\lambda$ does not depend on the kinetic energy. Second, a collision reverses the direction of motion and gives the carrier a new kinetic energy, drawn from the distribution found in a thermal flux at the lattice temperature $T_0$. The old energy is forgotten, and the difference is exchanged with the lattice. Thus $\lambda$ is the mean path between reversals by collision. I write $kT$ for the thermal energy $k\times T_0$, because the letter $T$ alone will be wanted for a transmission.

**Q.** Why the distribution in a flux, and not the ordinary Maxwell distribution?

**A.** Because otherwise the collisions would disturb thermal equilibrium. Let $M(v)\propto e^{-mv^2/2kT}$ be the Maxwell distribution. A carrier of speed $|v|$ covers a path $|v|\,dt$ in time $dt$, so it collides at the rate $|v|/\lambda$. Let $p(v')$ be the distribution of new velocities, which have the opposite sign. In equilibrium, the number of transitions per unit time from $v$ to $v'$ must equal the number from $v'$ to $v$:

$$M(v)\,\frac{|v|}{\lambda}\,p(v')=M(v')\,\frac{|v'|}{\lambda}\,p(v).$$

This holds if $p(v)\propto |v|M(v)$, since both sides are then proportional to $|v|M(v)\,|v'|M(v')$. The factor $|v|$ is also the one that turns a density into a flux, hence the name.

**Q.** What does that distribution look like in terms of energy?

**A.** From $\varepsilon=mv^2/2$ we have $d\varepsilon=m\,v\,dv$ for positive speed $v$, and therefore

$$v\,e^{-mv^2/2kT}\,dv=\frac1m\,e^{-\varepsilon/kT}\,d\varepsilon .$$

The kinetic energies in a thermal flux are distributed exponentially. After normalization the density is $e^{-\varepsilon/kT}/kT$, the mean is $kT$, and the probability that $\varepsilon$ exceeds a given value $w$ is $e^{-w/kT}$.

**Q.** Then follow a carrier that has just been turned back. It is now climbing the hill. Does it reach the source?

**A.** It can fail in two ways. It may collide again and be sent downhill, or it may run out of kinetic energy and be turned by the force. Consider the second alone. To climb a distance $d$ the carrier must spend the energy $fd$, so it succeeds if it started with $\varepsilon>fd$. The probability is

$$P(d)=e^{-fd/kT}=e^{-d/\ell},\qquad \ell=\frac{kT}{f}.$$

The length $\ell$ is the distance over which the potential energy changes by $kT$.

**Q.** That is for a carrier that has just collided. The backward stream at a given place contains carriers that started their climbs at different depths. Surely the ones that have climbed far are tired, and more likely to turn soon.

**A.** They have lost energy, but the slow ones among them have already dropped out. The two effects cancel. After a climb $d$, a surviving carrier has the remaining energy $\varepsilon'=\varepsilon-fd$. The probability that this exceeds $w$, given survival, is

$$\frac{\text{Prob}(\varepsilon>fd+w)}{\text{Prob}(\varepsilon>fd)}=\frac{e^{-(fd+w)/kT}}{e^{-fd/kT}}=e^{-w/kT}.$$

This is the distribution the carriers had at the start. Collisions remove carriers from the backward stream without regard to their energy, so they do not alter it either. At every place the backward stream therefore has the same exponential distribution, whatever mixture of starting depths it contains.

**Q.** And what follows for the rate of turning?

**A.** In climbing a further short distance $dx$, those carriers turn whose remaining energy is less than $f\,dx$. Their fraction is

$$1-e^{-f\,dx/kT}=\frac{dx}{\ell}+O(dx^2).$$

The force thus converts backward carriers into forward ones with the probability $1/\ell$ per unit length. This rate is not an approximation for weak fields. Within the model it holds at any force.

**Q.** Can I see this with numbers?

**A.** Take a temperature of 300 K, for which $kT=25.852$ meV, and a force of 5 meV/nm. These are round model parameters and belong to no particular material. Then

$$\ell=\frac{25.852\ \text{meV}}{5\ \text{meV/nm}}=5.170\ \text{nm}.$$

After a climb of 1 nm the surviving fraction is $e^{-1/5.170}=0.824$, and after 3 nm it is $0.560$. Direct integration over the Maxwell distribution gives the same fractions, and it gives a mean remaining energy of $1.0000\,kT$ in both cases. The survivors are on average no more tired than when they set out.

**Q.** What about the forward stream? Its carriers gain energy as they run downhill, so their distribution is certainly not thermal.

**A.** True, but their energy is not needed. A forward carrier cannot be turned by the force, which pushes it onwards. It can be turned by a collision, and the probability of that, $dx/\lambda$, does not depend on its energy. Once it has collided, its former energy is forgotten. The fluxes can therefore be found without knowing how hot the forward stream is. For the same reason, the energy with which carriers are injected at the source does not affect the fraction that returns.

**Q.** Now write the balance. I should like to see the signs, because one stream runs against the axis.

**A.** Let $F_+(x)$ be the number of carriers crossing $x$ per unit time towards the collector, and $F_-(x)$ the number crossing towards the source. Both are counted as positive. Consider a thin slice from $x$ to $x+dx$. The forward stream enters it at $x$ and leaves at $x+dx$. On the way it loses carriers by collisions and gains those that leave the backward stream:

$$F_+(x+dx)=F_+(x)-\frac{dx}{\lambda}F_+ +\left(\frac1\lambda+\frac1\ell\right)dx\,F_- .$$

The backward stream enters at $x+dx$ and leaves at $x$. Its gains are the losses of the other stream, and conversely:

$$F_-(x)=F_-(x+dx)+\frac{dx}{\lambda}F_+-\left(\frac1\lambda+\frac1\ell\right)dx\,F_- .$$

In the second equation, bring $F_-(x+dx)$ to the left and change all signs. Then divide both equations by $dx$ and let $dx\to0$. The two right-hand sides become the same:

$$\frac{dF_+}{dx}=\frac{dF_-}{dx}=-\frac{F_+}{\lambda}+\left(\frac1\lambda+\frac1\ell\right)F_- .\tag{1}$$

**Q.** It looks odd that a collision, which takes from one stream and gives to the other, makes both derivatives equal.

**A.** The oddity comes from the direction of travel. A forward carrier that is reversed inside the slice is missing from $F_+$ on the far side, so $F_+$ falls with $x$. The same carrier appears in $F_-$ on the near side but was not there on the far side, so $F_-$ also falls with $x$. The difference

$$J=F_+-F_-$$

has zero derivative. It is the net flux, and its constancy expresses the conservation of carriers in a steady state.

**Q.** The rates for the two streams are unequal. I could have guessed a pair of equations with the same rate $1/\lambda$ in both directions. What would be wrong with that?

**A.** It would contradict thermal equilibrium. With no net flux, $F_+=F_-=F$, and equation (1) reduces to

$$\frac{dF}{dx}=\frac{F}{\ell},\qquad F(x)=F(0)\,e^{x/\ell}=F(0)\,e^{-U(x)/kT}.$$

That is the Boltzmann factor, as it must be: in equilibrium the velocity distribution is the same everywhere, so the one-way flux is proportional to the density. With equal rates the right-hand side would vanish, and $F$ would be uniform on a slope. The excess $1/\ell$ of the backward rate is thus demanded by equilibrium as well as by the count of turning carriers.

**Q.** Very well. Solve the equations.

**A.** Since $J$ is constant, substitute $F_+=J+F_-$ in the equation for $F_-$:

$$\frac{dF_-}{dx}=-\frac{J+F_-}{\lambda}+\frac{F_-}{\lambda}+\frac{F_-}{\ell}=\frac{F_-}{\ell}-\frac{J}{\lambda}.\tag{2}$$

The terms $F_-/\lambda$ have cancelled. Move $F_-/\ell$ to the left and multiply by $e^{-x/\ell}$. The left side is then the derivative of a product:

$$\frac{d}{dx}\left[e^{-x/\ell}F_-(x)\right]=-\frac{J}{\lambda}\,e^{-x/\ell}.$$

Integrate from $x$ to $L$, calling the variable of integration $y$:

$$e^{-L/\ell}F_-(L)-e^{-x/\ell}F_-(x)=-\frac{J}{\lambda}\int_x^L e^{-y/\ell}\,dy=-\frac{J\ell}{\lambda}\left(e^{-x/\ell}-e^{-L/\ell}\right).$$

The collector sends nothing back, so $F_-(L)=0$. Multiplication by $-e^{x/\ell}$ gives

$$F_-(x)=\frac{J\ell}{\lambda}\left[1-e^{-(L-x)/\ell}\right].\tag{3}$$

**Q.** And how many of the injected carriers come back?

**A.** At the source, equation (3) gives

$$F_-(0)=J\,\frac{L_{\text{eff}}}{\lambda},\qquad L_{\text{eff}}=\ell\left(1-e^{-L/\ell}\right).$$

The injected flux is $F_+(0)=J+F_-(0)=J(1+L_{\text{eff}}/\lambda)$. The returned fraction $R$ is the ratio of the two, in which $J$ cancels. Multiplying numerator and denominator by $\lambda$, we obtain

$$R=\frac{F_-(0)}{F_+(0)}=\frac{L_{\text{eff}}}{\lambda+L_{\text{eff}}},\qquad T=1-R=\frac{\lambda}{\lambda+L_{\text{eff}}}.\tag{4}$$

The transmitted fraction is $T$.

**Q.** So the length I asked for is $L_{\text{eff}}$. But that contains both $L$ and $kT/f$.

**A.** It does, and it exceeds neither. For positive $u=L/\ell$ the quantity $1-e^{-u}$ is less than 1 and also less than $u$, so $L_{\text{eff}}<\ell$ and $L_{\text{eff}}<L$. Which of the two it approaches depends on the total drop $fL$ measured in units of $kT$, for that is what $u$ is:

$$\frac{L}{\ell}=\frac{fL}{kT}.$$

If the drop is many $kT$, the exponential is negligible and $L_{\text{eff}}\to kT/f$. If the drop is a small part of $kT$, then $1-e^{-u}\approx u$ and $L_{\text{eff}}\to L$. For a drop of one $kT$, $L_{\text{eff}}=0.63\,\ell$, and for $2kT$ it is $0.86\,\ell$. A distance of order $kT/f$ therefore controls the backscattering once the drop exceeds about $kT$, and replacing $L_{\text{eff}}$ by $kT/f$ outright needs a drop of several $kT$.

**Q.** Put in a channel.

**A.** Keep the force of 5 meV/nm and take $L=20$ nm and $\lambda=10$ nm. The drop is 100 meV, so that $L/\ell=20/5.170=3.87$ and $e^{-L/\ell}=0.0209$. Then

$$L_{\text{eff}}=5.170\ \text{nm}\times(1-0.0209)=5.062\ \text{nm},$$

$$R=\frac{5.062}{10+5.062}=0.336,\qquad T=0.664 .$$

About one injected carrier in three returns. Had the whole 20 nm counted, as it does for a vanishing force, the fraction would have been $20/30=0.667$.

**Q.** You derived the equations and then solved them. A mistake in the derivation would survive any amount of correct algebra.

**A.** Hence a test that does not use the flux equations. In a simulation, 400,000 carriers were followed one by one. Each had a position, a direction and a kinetic energy; it slowed down when climbing, turned when its energy was spent, and drew a new energy at each collision. The fraction that left through the source was 0.3365, against 0.3361 from equation (4). The standard error of the simulated fraction is 0.00075, so the two agree within the statistical error.

## Second half: what controls the backscattering, and when it fails

**Q.** Before I object further, remind me of what we have.

**A.** A force $f$ drives carriers from the source at $x=0$ to a collector at $x=L$. The mean path between collisions is $\lambda$. Each collision reverses the motion and redraws the kinetic energy thermally. The one-way fluxes $F_+$ and $F_-$ are both positive, and $J=F_+-F_-$ is constant. With $\ell=kT/f$, the backward flux obeys

$$\frac{dF_-}{dx}=\frac{F_-}{\ell}-\frac{J}{\lambda}.$$

For an absorbing collector the returned fraction is $R=L_{\text{eff}}/(\lambda+L_{\text{eff}})$, with $L_{\text{eff}}=\ell(1-e^{-L/\ell})$, and $T=1-R$. The example has $kT=25.852$ meV, $f=5$ meV/nm, $L=20$ nm and $\lambda=10$ nm, which give $\ell=5.170$ nm, $L_{\text{eff}}=5.062$ nm and $R=0.336$.

**Q.** A length of about 5 nm appears in the formula. That does not prove that the collisions in the first 5 nm are the ones that matter. The scatterers were spread evenly, so you cannot tell which of them did the work.

**A.** Then let them be spread unevenly. Let the collision probability per unit length be $1/\lambda(x)$, still independent of energy. Neither the turning rate nor the slice balance is affected, and the equation for $F_-$ keeps its form with $\lambda(x)$ in place of $\lambda$. The same integrating factor gives

$$\frac{d}{dx}\left[e^{-x/\ell}F_-\right]=-J\,\frac{e^{-x/\ell}}{\lambda(x)} .$$

Integrate from $0$ to $L$ with $F_-(L)=0$. The left side yields $-F_-(0)$, and so

$$\frac{F_-(0)}{J}=\int_0^L\frac{e^{-x/\ell}}{\lambda(x)}\,dx .$$

Because $F_-(0)=RF_+(0)$ and $J=(1-R)F_+(0)$, the left side is $R/(1-R)$, the odds of returning:

$$\frac{R}{1-R}=\int_0^L\frac{e^{-x/\ell}}{\lambda(x)}\,dx .\tag{5}$$

A scatterer at depth $x$ counts with the weight $e^{-x/\ell}$. This is the precise sense in which the region near the source is in control.

Within this model, the returned fraction is set by $L_{\text{eff}}$, and a scatterer at depth $x$ counts in the odds of returning with the weight $e^{-x/\ell}$. It remains to explain and test this weight, to extend the result to non-uniform forces and a drain that sends carriers back, and to see what happens when collisions do not reset the energy.
